# X-ray absorption from Im τ⁰⁰: atomic background and fine structure

An absorption cross section is an area, quadratic in the light's polarization vector. When a tightly bound electron absorbs a photon, the dipole operator acts on an orbital confined to one atom, so the rate can depend on the surroundings only through the final-state wave on that atom. For an s core, dipole selection leaves three p waves, which transform as a vector. The cross section must then have the form $\sum_{mm'}\epsilon_m A_{mm'}\epsilon_{m'}$ for a real unit polarization vector $\boldsymbol\epsilon$. An isolated spherical atom has no preferred direction, so its $A$ is a multiple of the unit matrix. Neighbours add a further symmetric matrix, which in general has both an isotropic and an anisotropic part, and division by the isolated value gives

$$\sigma=\sigma_0(1+\chi),\qquad \chi=\sum_{mm'}\epsilon_m\chi_{mm'}\epsilon_{m'} .$$

Symmetry fixes this form but neither $\sigma_0$ nor $\chi_{mm'}$. Both follow from the Green function of one electron in the cluster.

Hartree atomic units are used: $\hbar=m_e=e=1$, and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. The final-state electron moves in fixed, real, spherical potentials inside non-overlapping spheres, with zero potential between and outside them. The absorber is site 0. Its real core orbital $\phi_c$, of energy $E_c$, lies inside its sphere and holds $N_c$ electrons. The final energy is $E=\omega+E_c=k^2/2>0$, and the final states are empty. Relaxation around the core hole, lifetimes, many-electron excitations and thermal motion are left out.

Let the light have electric-field amplitude $F$ and a wavelength long compared with the core orbital. The perturbation is $F\,\boldsymbol\epsilon\cdot\mathbf r\cos\omega t$, and its absorbing half has amplitude $F/2$. Fermi's golden rule gives the rate per core electron

$$w=2\pi\frac{F^2}{4}\sum_f|\langle f|\boldsymbol\epsilon\cdot\mathbf r|\phi_c\rangle|^2\delta(E-E_f).$$

The intensity is $cF^2/(8\pi)$, so the photon flux is $cF^2/(8\pi\omega)$. Dividing the rate by the flux cancels $F^2$, and the factors combine as $(\pi/2)(8\pi\omega/c)=4\pi^2\alpha\omega$:

$$\sigma=4\pi^2\alpha\omega N_c\sum_f|\langle f|\boldsymbol\epsilon\cdot\mathbf r|\phi_c\rangle|^2\delta(E-E_f).$$

The sum over final states is removed by the resolvent $G=(E-H+i0)^{-1}$. Since $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$, and $D=\boldsymbol\epsilon\cdot\mathbf r\,\phi_c$ is real,

$$\sigma=-4\pi\alpha\omega N_c\,\mathrm{Im}\langle D|G|D\rangle .$$

Because $D$ vanishes outside sphere 0, $G$ is needed only with both arguments inside that sphere.

Consider first the absorber alone. Let $L=(l,m)$ label real spherical harmonics $Y_L$, and let $h_l=j_l+iy_l$ be the outgoing spherical Hankel function. Outside the sphere, the real regular radial solution is normalized as

$$R_l=\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr),$$

which defines the phase shift $\delta_l$. With $t_l=e^{i\delta_l}\sin\delta_l$, one has $1+it_l=e^{i\delta_l}(e^{-i\delta_l}+i\sin\delta_l)=e^{i\delta_l}\cos\delta_l$. Therefore

$$j_l+it_lh_l=(1+it_l)j_l-t_ly_l=e^{i\delta_l}R_l .$$

An incident wave $j_l$ thus produces an outgoing wave $ih_l$ of amplitude $t_l$. Inside the sphere the response is $\varphi_l=e^{i\delta_l}R_l$.

The radial Green function is $C\varphi_l(r_<)H_l(r_>)$, where $r_<$ and $r_>$ are the smaller and larger radius, and $H_l$ is the solution that joins to $h_l$ at the sphere. The equation $(E-H)G=\delta$ contains $\frac12r^{-2}\partial_r(r^2\partial_rG)$ on the left and $\delta(r-r')/r^2$ on the right. Integration across $r=r'$ requires

$$C(\varphi_lH_l'-\varphi_l'H_l)=\frac{2}{r^2}.$$

The bracket times $r^2$ is constant, so it may be evaluated outside. There $h_l$ has no Wronskian with itself, and $j_ly_l'-j_l'y_l=1/(kr^2)$ for derivatives with respect to $r$. The bracket is $i/(kr^2)$, and $C=-2ik$.

It is useful to separate real functions from complex coefficients. Define $Z_l=R_l/\sin\delta_l$, so that $\varphi_l=t_lZ_l$. Outside, $Z_l=t_l^{-1}j_l+ih_l$. Let $J_l$ be the solution inside the sphere that joins smoothly to $j_l$; it is generally irregular at the origin. Then $iH_l=Z_l-t_l^{-1}J_l$, and the single-site function becomes

$$-2ik\varphi_lH_l=-2k\left[Z_l(r_<)t_lZ_l(r_>)-Z_l(r_<)J_l(r_>)\right].$$

To add neighbours, an outgoing wave from site $j$ must be rewritten as incident waves on site $i$. Let $\mathbf r$ be measured from $i$, and put $\mathbf a=\mathbf R_i-\mathbf R_j$, so the position from $j$ is $\boldsymbol\rho=\mathbf r+\mathbf a$. Expand both sides of $e^{i\mathbf k\cdot\boldsymbol\rho}=e^{i\mathbf k\cdot\mathbf r}e^{i\mathbf k\cdot\mathbf a}$ with

$$e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_Li^lj_l(kr)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf k}).$$

Multiplication by $Y_{L'}(\hat{\mathbf k})$, integration over directions and division by $4\pi i^{l'}$ give

$$j_{l'}(k\rho)Y_{L'}(\hat{\boldsymbol\rho})=\sum_{LL''}d_{LL'L''}\,j_l(kr)Y_L(\hat{\mathbf r})\,j_{l''}(ka)Y_{L''}(\hat{\mathbf a}),$$

$$d_{LL'L''}=4\pi i^{l+l''-l'}C_{LL'L''},\qquad C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega .$$

Parity makes $C$ vanish unless $l+l'+l''$ is even, so $d$ is real. For $a>r$, the outgoing wave $h_{l'}(k\rho)Y_{L'}(\hat{\boldsymbol\rho})$, viewed as a function of $\mathbf a$, is an outgoing free solution. It therefore expands in $h_{l''}(ka)Y_{L''}(\hat{\mathbf a})$ with some coefficients. Its complex conjugate expands in $h_{l''}^*$ with the conjugate coefficients. Half their sum must reproduce the expansion above, in which $j_{l''}=(h_{l''}+h_{l''}^*)/2$ has real coefficients. As $h_{l''}$ and $h_{l''}^*$ are independent, the coefficients agree. Hence $j_{l'}(k\rho)$ and $j_{l''}(ka)$ may both be replaced by $h$. With outgoing waves written as $ih_{l'}$, the incident amplitudes are

$$g^{ij}_{LL'}=4\pi i\sum_{L''}i^{l+l''-l'}C_{LL'L''}h_{l''}(ka)Y_{L''}(\hat{\mathbf a}),\qquad i\ne j,$$

and $g^{ii}=0$. Non-overlapping spheres guarantee $r<a$ on the receiving sphere.

Now put a unit source at $\mathbf r'$ in sphere 0. Write $Z_L(\mathbf r)=Z_l(r)Y_L(\hat{\mathbf r})$. Outside the sphere the single-site Green function is $\sum_L[-2kt_lZ_L(\mathbf r')]\,ih_lY_L$. The source thus emits amplitudes $t_0q$, where $q_L=-2kZ_L(\mathbf r')$ and $t_0$ is the diagonal matrix of the absorber's $t_l$. Let $b_i$ denote the total outgoing amplitudes of site $i$. Each site also scatters the waves arriving from the others:

$$b_i=t_i\Big(q\,\delta_{i0}+\sum_jg^{ij}b_j\Big).$$

Multiplication by $t_i^{-1}$ and collection of the unknowns give $b_i=\tau^{i0}q$, with

$$\tau=(t^{-1}-g)^{-1}.$$

This matrix contains every sequence of scatterings between its two end sites. The wave incident on site 0 from its neighbours has amplitude $a_0=t_0^{-1}b_0-q=(t_0^{-1}\tau^{00}-1)q$. Inside sphere 0 it adds to $G$ the field

$$\sum_LZ_L(\mathbf r)\,(t_0a_0)_L=-2k\sum_{LL'}Z_L(\mathbf r)\,(\tau^{00}-t_0)_{LL'}Z_{L'}(\mathbf r').$$

The term in $t_0$ cancels the corresponding term of the single-site function, leaving

$$G(\mathbf r,\mathbf r')=-2k\Big[\sum_{LL'}Z_L(\mathbf r)\tau^{00}_{LL'}Z_{L'}(\mathbf r')-\sum_LZ_l(r_<)J_l(r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')\Big].$$

For a real potential and real $k$, $Z_l$ and $J_l$ solve a real equation with real boundary values. The second sum is real and does not absorb. Introduce the atomic matrix element

$$M_L=\int R_l(r)Y_L(\hat{\mathbf r})\,\boldsymbol\epsilon\cdot\mathbf r\,\phi_c(\mathbf r)\,d^3r,$$

so that the integral with $Z_L$ is $M_L/\sin\delta_l$. The prefactors multiply as $(-4\pi)(-2k)=8\pi k$, and

$$\boxed{\sigma=8\pi\alpha\omega kN_c\sum_{LL'}M_L\frac{\mathrm{Im}\,\tau^{00}_{LL'}}{\sin\delta_l\sin\delta_{l'}}M_{L'}.}$$

For $n_a$ independent absorbers per volume, a layer $dx$ removes a fraction $n_a\sigma\,dx$ of the beam. The absorption coefficient for this core level is therefore $\mu=n_a\sigma$.

The realness of $Z_l$ and $J_l$ is essential. With a complex optical potential or a complex energy, both acquire imaginary parts. The irregular term then contributes, and $\mathrm{Im}\,\tau^{00}$ between real matrix elements no longer suffices.

The formula appears singular when $\sin\delta_l=0$, but separating the absorber from its surroundings removes the difficulty. Let $e$ denote all other sites. The equations for $b$ read

$$t_0^{-1}b_0-g_{0e}b_e=q,\qquad (t_e^{-1}-g_{ee})b_e=g_{e0}b_0 .$$

Solving the second for $b_e$ and inserting it in the first gives

$$\tau^{00}=(t_0^{-1}-B)^{-1},\qquad B=g_{0e}(t_e^{-1}-g_{ee})^{-1}g_{e0}.$$

The return matrix $B$ turns waves leaving the absorber into waves coming back, after any scattering among the neighbours. Write $\tau^{00}=(1-t_0B)^{-1}t_0$ and use $(1-X)^{-1}=1+X(1-X)^{-1}$ with $X=t_0B$:

$$\tau^{00}=t_0+t_0B(1-t_0B)^{-1}t_0 .$$

Divide element $LL'$ by $\sin\delta_l\sin\delta_{l'}$. The first term becomes $\delta_{LL'}e^{i\delta_l}/\sin\delta_l=\delta_{LL'}(\cot\delta_l+i)$, whose imaginary part is $\delta_{LL'}$. In the second, each outer factor $t_0$ leaves a phase factor. Consequently

$$\frac{\mathrm{Im}\,\tau^{00}_{LL'}}{\sin\delta_l\sin\delta_{l'}}=\delta_{LL'}+\chi_{LL'},$$

$$\chi_{LL'}=\mathrm{Im}\left\{e^{i(\delta_l+\delta_{l'})}\left[B(1-t_0B)^{-1}\right]_{LL'}\right\}.$$

No division by $\sin\delta_l$ remains. The two phases belong to the electron's departure from the absorber and its return. The inverse accounts for later scattering by the absorber and further excursions. The factorization is

$$\boxed{\sigma=\sigma_0(1+\chi),\quad \sigma_0=8\pi\alpha\omega kN_c\sum_LM_L^2,\quad \chi=\frac{\sum_{LL'}M_L\chi_{LL'}M_{L'}}{\sum_LM_L^2}.}$$

Without neighbours $B=0$ and $\chi=0$. The background $\sigma_0$ therefore belongs to the absorber with its potential inside the cluster, which may differ from that of a free atom. If all $M_L$ vanish at some energy, $\sigma$ vanishes too and the ratio $\chi$ is undefined.

For an s core, write $\phi_c=u_c(r)/(r\sqrt{4\pi})$ with $\int u_c^2dr=1$. Since $\boldsymbol\epsilon\cdot\mathbf r=r\sqrt{4\pi/3}\sum_m\epsilon_mY_{1m}$,

$$M_{1m}=\frac{\epsilon_m}{\sqrt3}m_1,\qquad m_1=\int R_1(r)u_c(r)r^2dr .$$

As $\sum_m\epsilon_m^2=1$, the background is

$$\sigma_0=\frac{8\pi}{3}\alpha\omega kN_cm_1^2 ,$$

and $m_1^2$ cancels from $\chi$, which recovers the tensor form of the opening. At fixed $k$ and fixed potentials, the fine structure is then independent of the core radial function. For random orientations, $\epsilon_m\epsilon_{m'}$ averages to $\delta_{mm'}/3$, so $\chi=\frac13\sum_m\chi_{1m,1m}$. A p core instead reaches s and d waves. The formula is then summed over the core orbitals, and the fine structure is weighted by the s and d matrix elements. For fixed polarization it includes s–d cross terms $\chi_{LL'}$. For a filled p shell these cancel in the orientation average.

Individual scattering paths appear in the expansion

$$\tau=t+tgt+tgtgt+\cdots ,$$

which converges if all eigenvalues of $tg$ have modulus below one. The matrix inverse does not need this condition. Keeping only one visit to one neighbour means $B\simeq\sum_jg^{0j}t_jg^{j0}$ and $(1-t_0B)^{-1}\simeq1$.

At large distance this gives a simple formula. For $ka$ large compared with $l''(l''+1)/2$ in all contributing waves, $h_{l''}(ka)\simeq(-i)^{l''+1}e^{ika}/(ka)$. In $g$ the factors $i\,i^{l''}(-i)^{l''+1}$ multiply to one. Because $\sum_{L''}C_{LL'L''}Y_{L''}=Y_LY_{L'}$,

$$g_{LL'}\simeq4\pi i^{l-l'}Y_L(\hat{\mathbf a})Y_{L'}(\hat{\mathbf a})\frac{e^{ika}}{ka}.$$

Let neighbour $j$ lie at distance $R_j$ in direction $\mathbf n_j$ from the absorber. The outward path has $\hat{\mathbf a}=\mathbf n_j$ and the return path $\hat{\mathbf a}=-\mathbf n_j$. At the neighbour, the sum over $m''$ is

$$\sum_{m''}Y_{L''}(-\mathbf n_j)Y_{L''}(\mathbf n_j)=(-1)^{l''}\frac{2l''+1}{4\pi}.$$

With the backscattering amplitude $f_j(\pi)=k^{-1}\sum_l(2l+1)(-1)^lt_{j,l}$, the product of the two propagators and $t_j$ is

$$B_{LL'}\simeq\sum_j4\pi i^{l-l'}Y_L(-\mathbf n_j)Y_{L'}(\mathbf n_j)\frac{f_j(\pi)e^{2ikR_j}}{kR_j^2}.$$

For p waves $Y_{1m}(-\mathbf n)=-Y_{1m}(\mathbf n)$, which supplies a minus sign. Also $\sum_m\epsilon_mY_{1m}(\mathbf n)=\sqrt{3/4\pi}\,\boldsymbol\epsilon\cdot\mathbf n$. Therefore

$$\chi\simeq-\sum_j3(\boldsymbol\epsilon\cdot\mathbf n_j)^2\frac{|f_j|}{kR_j^2}\sin(2kR_j+2\delta_1+\arg f_j).$$

The orientation average replaces $3(\boldsymbol\epsilon\cdot\mathbf n_j)^2$ by one. The phase $2kR_j$ is accumulated over the round trip, and each leg contributes one factor $1/R_j$.

A model cluster gives these quantities definite values. The absorber has potential $-(6/r)(1-r/2)^2$ within $2\,a_0$. Two neighbours on the $z$ axis, at $+3.5\,a_0$ and $-4.0\,a_0$, have potential $-8(1-\rho^2/1.2^2)^2$ within $1.2\,a_0$. Energies are in hartree, and the 1s core holds two electrons. To keep it inside its sphere, the core orbital is computed with $u_c=0$ at $2\,a_0$. Its energy is $E_c=-12.3777$ hartree. Removing this condition leaves $E_c$ unchanged to the digits shown. It lowers $|m_1|$ below by about $1\times10^{-4}\,a_0^{5/2}$ and $\sigma_0$ by about 0.3% if the integral still stops at the sphere, and by about $2\times10^{-4}\,a_0^{5/2}$ and 0.6% if the core tail outside the sphere is included.

At $k=2\,a_0^{-1}$, $E=2$ hartree and $\omega=2+12.3777=14.3777$ hartree. The radial matrix element is $m_1=-0.076314\,a_0^{5/2}$; its sign has no effect. The atomic background is

$$\sigma_0=\frac{8\pi}{3}\alpha(14.3777)(2)(2)(0.076314)^2=0.02048\,a_0^2 .$$

The p phase shift is $-1.1211$ rad, modulo $\pi$, so $\sin^2\delta_1=0.8110$. The cluster calculation gives $\mathrm{Im}\,\tau^{00}=0.9055$ for polarization along $z$ and $0.8090$ along $x$. Before rounding, the ratios to $\sin^2\delta_1$ give

$$\chi_z=+0.1165,\qquad\chi_x=-0.0024,$$

$$\chi=\frac{0.1165-2(0.0024)}3=0.0372 .$$

Thus $\sigma=0.02048(1+0.0372)=0.02124\,a_0^2$, or $0.595$ Mb. For $10^{-4}$ randomly oriented clusters per $a_0^3$, $\mu=2.12\times10^{-6}\,a_0^{-1}=0.0401\,\mu\mathrm m^{-1}$.

The distant-neighbour formula uses $|f|=0.9189\,a_0$ and $\arg f=-1.7125$ rad. Its phases are $14-2.2421-1.7125=10.0454$ and $16-2.2421-1.7125=12.0454$ rad, so

$$\chi\simeq-\frac{0.9189}{2}\left[\frac{\sin10.0454}{3.5^2}+\frac{\sin12.0454}{4^2}\right]=0.0361 .$$

This lies close to $0.0372$, but the agreement comes from compensating errors. Single scattering with the full propagators gives $0.0280$. Replacing them by their distant forms adds $0.0081$, while restoring the omitted multiple scattering adds $0.0092$. The nonzero $\chi_x$ is another departure from the distant formula, which gives zero for polarization perpendicular to the axis.

The orientation-averaged results at other wave numbers are:

| $k\,(a_0^{-1})$ | $\chi$ | single | distant |
|---:|---:|---:|---:|
| 1.0 | +0.0632 | +0.0836 | −0.0633 |
| 1.5 | −0.0822 | −0.0802 | −0.0627 |
| 2.5 | −0.0031 | −0.0053 | −0.0110 |
| 3.0 | −0.0008 | +0.0001 | +0.0019 |

At $k=1\,a_0^{-1}$ the distant formula has the wrong sign. At $k=3\,a_0^{-1}$ its absolute error is small, yet larger than $\chi$ itself. The collinear cluster conserves the angular momentum about its axis, so p waves on the absorber couple only to the blocks of $tg$ with $|m|\le1$. The largest eigenvalue modulus in these blocks is 0.66 at $k=1\,a_0^{-1}$ and 0.24 at $k=3\,a_0^{-1}$; in between it first rises slightly, to 0.67 at $k=1.25\,a_0^{-1}$. The path series therefore converges at both, although one scattering need not be an accurate truncation.

The numerical check solves $(E-H)\psi=D$ for the whole cluster in waves centred on the absorber, without phase shifts or $g$. Over four energies and both polarizations, its $\chi$ differs from the $\tau^{00}$ result by at most $5\times10^{-6}$ in absolute value. Further tests confirm that another p-wave source gives the same $\chi$, and that the formula, cross term included, reproduces the total strength for a mixed s–d source.

## Calculated quantities

```
absorber: strength 6.0, radius 2.0 a0; core electrons 2
wells: depth 8.0 hartree, radius 1.2 a0
well positions on z: 3.5 and -4.0 a0
core energy = -12.37769 hartree
core energy change when sphere wall removed = 1.8e-06 hartree
Driven equation against Im tau00 (k in 1/a0; m=0: z, m=1: x)
k=1.0 m=0 chi direct=+0.232942 from tau=+0.232947
k=1.0 m=1 chi direct=-0.021710 from tau=-0.021711
k=1.5 m=0 chi direct=-0.269451 from tau=-0.269450
k=1.5 m=1 chi direct=+0.011382 from tau=+0.011383
k=2.0 m=0 chi direct=+0.116475 from tau=+0.116474
k=2.0 m=1 chi direct=-0.002438 from tau=-0.002438
k=2.5 m=0 chi direct=-0.009805 from tau=-0.009805
k=2.5 m=1 chi direct=+0.000232 from tau=+0.000232
largest chi difference = 5.0e-06
largest relative error, atomic background = 1.1e-13
largest relative error, box golden rule = 1.9e-05
chi at k=1.5, z: core source -0.269451, other source -0.269451
s-d strength: direct 0.002135, formula 0.002135 (a.u.)
spectral radius of t*g at k=1.0/a0 = 0.662
spectral radius of t*g at k=2.0/a0 = 0.439
spectral radius of t*g at k=3.0/a0 = 0.241
plane-wave relative error at 400, 800 a0 = 0.0062, 0.0031
Worked point k = 2.0/a0, E = 2.000 hartree
photon energy = 14.37769 hartree
absorber p phase shift (mod pi) = -1.12107 rad
radial matrix element m1 = -0.076314 a0^(5/2)
Im t_1 = 0.811021
Im tau00: z 0.905484, x 0.809044
chi: z +0.116474, x -0.002438, mean +0.037200
backscattering |f| = 0.91885 a0, phase = -1.71245 rad
atomic cross section = 0.020476 a0^2
cluster cross section = 0.021238 a0^2 = 0.5947 Mb
absorber density = 1.0e-04 a0^-3
absorption coefficient = 2.1238e-06 1/a0 = 0.04013 1/micrometre
Orientation mean: k(1/a0) sigma0(a0^2) chi chi_single chi_plane sigma(a0^2)
1.00 0.031939 +0.06317 +0.08363 -0.06330 0.033957
1.25 0.026561 +0.07788 +0.05235 +0.15211 0.028630
1.50 0.023684 -0.08223 -0.08018 -0.06266 0.021736
1.75 0.021882 +0.01224 +0.01440 -0.02778 0.022150
2.00 0.020476 +0.03720 +0.02801 +0.03610 0.021238
2.25 0.019090 -0.01961 -0.01336 -0.00345 0.018715
2.50 0.017556 -0.00311 -0.00527 -0.01104 0.017501
2.75 0.015879 +0.00517 +0.00451 +0.00404 0.015961
3.00 0.014162 -0.00077 +0.00007 +0.00192 0.014151
```
